\section*{Depth resolution of the first order in tilted transmission X-ray scattering}

\section*{Problem}

A grating of parallel lines has a pitch $p=30$ nm. A hard X-ray beam passes through the grating and its wafer, and the intensity of the first diffraction order is recorded while the sample is tilted about an axis parallel to the lines. The tilt $\omega$ is limited to $\pm\Omega$ with $\Omega=60^\circ$.

(a) Estimate the depth resolution that the first order offers when nothing is assumed about the line profile. (b) Find how the estimate changes with the tilt limit and the diffraction order. (c) Decide whether it limits the accuracy of a fitted line height.

For numbers, take silicon lines of width $w=12$ nm and height $H=50$ nm on a silicon wafer, and a photon energy of 17 keV. These are rough typical values.

\section*{Solution}

\subsection*{What a tilt scan measures}

Let $x$ run across the lines, $y$ along them and $z$ through the depth, with axes fixed to the sample. The photon wavenumber is $k=2\pi/\lambda$, and $\mathbf q=\mathbf k_{\rm out}-\mathbf k_{\rm in}$. For single scattering, the amplitude from an electron density $\rho$ is proportional to
\begin{equation}
F(\mathbf q)=\int \rho(\mathbf r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r .
\end{equation}
Uniformity along $y$ gives $q_y=0$. Moving by one period in $x$ multiplies a line's contribution by $e^{-iq_xp}$. Many lines add in phase when $q_xp=2\pi n$, so the first order has
\begin{equation}
q_x=g=\frac{2\pi}{p}=0.2094\ \mathrm{nm^{-1}}
\end{equation}
at every tilt. Depth information must come from the variation of $q_z$.

In the sample frame the incident wavevector has components $k(\sin\omega,\cos\omega)$ along $(x,z)$. Elastic scattering leaves its length unchanged:
\begin{equation}
(k\sin\omega+g)^2+(k\cos\omega+q_z)^2=k^2 .
\end{equation}
Expanding the squares and cancelling $k^2$ gives
\begin{equation}
2kg\sin\omega+g^2+2kq_z\cos\omega+q_z^2=0 ,
\end{equation}
and division by $2k\cos\omega$ yields
\begin{equation}
q_z=-g\tan\omega-\frac{g^2+q_z^2}{2k\cos\omega}.
\label{eq:elastic}
\end{equation}
Here $k=86.15\ \mathrm{nm^{-1}}$ is much larger than $g$, so the last term is small. Inserting the leading value $q_z^2=g^2\tan^2\omega$ into it, and using $1+\tan^2\omega=1/\cos^2\omega$, we find
\begin{equation}
q_z\simeq-g\tan\omega-\frac{g^2}{2k\cos^3\omega}.
\label{eq:qz}
\end{equation}
The first term is odd in $\omega$ and opens a band of depth frequencies. The second, due to the curvature of the Ewald sphere, is even. It moves both ends of the band the same way, by $-0.00204\ \mathrm{nm^{-1}}$ at $60^\circ$, and drops out of their difference. With $Q=g\tan\Omega$, the full width is therefore
\begin{equation}
\Delta q_z=2Q=2(0.2094)(1.7321)\ \mathrm{nm^{-1}}
=0.7255\ \mathrm{nm^{-1}} .
\label{eq:band}
\end{equation}
One more iteration of Eq.~(\ref{eq:elastic}) adds $-g^3\tan\omega/(2k^2\cos^4\omega)$ to $q_z$. This widens the band by the fraction $g^2/(2k^2\cos^4\Omega)=4.7\times10^{-5}$, which is negligible.

The choice of axis matters. If the sample is tilted about $x$ instead, $q_y=0$ leaves $k_y$ unchanged and the elastic condition becomes $g^2+2kq_z\cos\omega+q_z^2=0$. Then $q_z\simeq-g^2/(2k\cos\omega)$, only $-0.00051\ \mathrm{nm^{-1}}$ at $60^\circ$. Such a scan tells almost nothing about depth through this order.

\subsection*{From bandwidth to depth resolution}

At each depth the first order sees one Fourier coefficient of the cross-section,
\begin{equation}
c_1(z)=\frac1p\int_{-p/2}^{p/2}\rho(x,z)e^{-igx}\,dx .
\end{equation}
Apart from constant factors, the amplitude of the order is
\begin{equation}
F(q_z)=\int c_1(z)e^{-iq_zz}\,dz .
\end{equation}
Suppose for the moment that its phase is known. Inverting the transform over the available band, with equal weight per unit $q_z$, gives the filtered profile
\begin{equation}
\tilde c_1(z)=\frac1{2\pi}\int_{-Q}^{Q}F(q)e^{iqz}\,dq
=\int c_1(z')R(z-z')\,dz' ,
\end{equation}
where the depth response is
\begin{equation}
R(z)=\frac1{2\pi}\int_{-Q}^{Q}e^{iqz}\,dq=\frac{\sin Qz}{\pi z}.
\end{equation}
A layer much thinner than $1/Q$ is thus drawn as a peak with side lobes. The small shift of the band centre multiplies $R$ by a phase factor and leaves $|R|$ unchanged.

Define the resolution $d$ as the distance from the peak to the first zero. There $Qd=\pi$, so
\begin{equation}
\boxed{d=\frac{\pi}{Q}=\frac{2\pi}{\Delta q_z}=\frac{p}{2\tan\Omega}}
\label{eq:result}
\end{equation}
and, for the stated grating,
\begin{equation}
d=\frac{30\ \mathrm{nm}}{2(1.7321)}=8.66\ \mathrm{nm}\approx 9\ \mathrm{nm}.
\end{equation}
The wavelength has cancelled. A shorter wavelength reduces the scattering angle, but the range of $q_z$ is set by the pitch and the tilt as long as $k$ is large enough for Eq.~(\ref{eq:qz}).

\subsection*{The same length from intensity alone}

A detector records $|F|^2$ and loses the phase. Does $d$ keep its meaning? Take two equal thin layers at $z=\pm s/2$, each with real amplitude $a$. Then
\begin{align}
F&=a\left(e^{-iq_zs/2}+e^{iq_zs/2}\right)=2a\cos(q_zs/2),\\
|F|^2&=4a^2\cos^2(q_zs/2)=2a^2\left[1+\cos(q_zs)\right].
\end{align}
The first minimum lies at $|q_z|=\pi/s$. It falls inside the band when $\pi/s\le Q$, that is, when $s\ge\pi/Q=d$. The length in Eq.~(\ref{eq:result}) is therefore also the smallest spacing for which the scan reaches the first intensity minimum of the pair.

With the full elastic condition and positive tilts, layers 12 nm apart have this minimum at $51.23^\circ$, inside the scan. Layers 6 nm apart have it at $68.01^\circ$, outside. For a spacing of 8.66 nm it occurs at $59.86^\circ$ rather than $60^\circ$, because curvature slightly increases $|q_z|$ on this side; on the negative side it moves slightly beyond the limit.

Intensity does not supply everything that amplitude would. For layers of unequal real strengths $a$ and $b$,
\begin{equation}
|F|^2=a^2+b^2+2ab\cos(q_zs),
\end{equation}
which is unchanged when $a$ and $b$ are exchanged. The fringe period gives the spacing if enough of the fringe lies in the band, but the intensity cannot say which layer is on top. For $s$ well below $d$ only the start of the cosine is seen, $\cos(q_zs)\simeq1-q_z^2s^2/2$. The data then fix $|a+b|$ and the product $abs^2$ if the absolute intensity scale is known, and only $abs^2/(a+b)^2$ if it is not, and the spacing cannot be separated from the unknown strengths. More generally,
\begin{equation}
|F|^2=\iint c_1(z)c_1^*(z')e^{-iq_z(z-z')}\,dz\,dz'
\end{equation}
depends on depth differences. Their correlation function is resolved with the same bandwidth $2Q$, but the profile itself needs further knowledge.

\subsection*{How much the definition matters}

An estimate of resolution needs its criterion stated. The full width of $R$ at half its peak follows from $\sin u/u=1/2$ with $u=Qz$, whose first root is $u=1.896$. The width is $2u/Q=10.45$ nm, or $1.21d$.

A stricter question is whether two equal, in-phase layers appear as two peaks in a reconstructed amplitude. The image is $R(z-s/2)+R(z+s/2)$. A dip begins to form when its curvature at the midpoint changes sign:
\begin{equation}
\int_{-Q}^{Q}q^2\cos(qs/2)\,dq=0 .
\end{equation}
With $v=qs/2$ and $u=Qs/2$, integration by parts turns this into
\begin{equation}
u^2\sin u+2u\cos u-2\sin u=0 ,
\end{equation}
whose first positive root is $u=2.08$. The threshold is $s=2u/Q=11.48$ nm, or $1.33d$. Two such layers at a spacing of 8.66 nm are therefore not separate peaks in the amplitude image, although their intensity minimum is just within reach.

A periodic ripple sets another length. A ripple of period $L$ in $c_1(z)$ scatters near $|q_z|=2\pi/L$, so it lies in the band if
\begin{equation}
L\ge\frac{2\pi}{Q}=2d=17.32\ \mathrm{nm}.
\end{equation}
One resolution length is half of the finest full period. The finite line height spreads the ripple's scattering, so this boundary is not sharp. Take a ripple of amplitude 0.3 nm in the width of the 50 nm line, with a crest at mid-height. The fraction of the integrated squared amplitude change that falls in the band is 0.906 at a period of 25 nm and 0.0045 at 10 nm. With a node at mid-height instead, the fractions are about 0.98 and 0.03. In a measured intensity, the change from a ripple with a crest at mid-height also interferes with the scattering of the mean line. With a node there, the amplitude change is imaginary to first order in the ripple while the amplitude of the mean line is real, so the interference vanishes at that order. At second order the curvature of $c_1(w)$ gives a small real change, and near $q_z=0$ its interference with the mean line exceeds the largest squared amplitude change in the band. The fractions therefore describe the amplitude change and do not give a detection threshold.

\subsection*{Tilt limit and diffraction order}

For order $n$, $g$ is replaced by $ng$, so at leading order
\begin{equation}
d_n=\frac{p}{2n\tan\Omega}.
\end{equation}
The gain is useful if the order is strong enough. A centred line of width $w$ and unit contrast has
\begin{equation}
c_n=\frac1p\int_{-w/2}^{w/2}e^{-ingx}\,dx
=\frac{2\sin(ngw/2)}{npg}=\frac{\sin(n\pi w/p)}{n\pi},
\label{eq:cn}
\end{equation}
where $pg=2\pi$ was used. The last column below is $|c_n/c_1|^2$ for $w=12$ nm, which compares the orders at equal $q_z$. Pitch and width are held fixed.

\begin{center}
\begin{tabular}{cccc}
\hline
$\Omega$ & Order & $d_n$ (nm) & Relative intensity\\
\hline
$50^\circ$ & 1 & 12.59 & 1\\
$55^\circ$ & 1 & 10.50 & 1\\
$60^\circ$ & 1 & 8.66 & 1\\
$65^\circ$ & 1 & 6.99 & 1\\
$70^\circ$ & 1 & 5.46 & 1\\
$60^\circ$ & 2 & 4.33 & 0.095\\
$60^\circ$ & 3 & 2.89 & 0.042\\
\hline
\end{tabular}
\end{center}

The sensitivity to the tilt limit is
\begin{equation}
\frac{dd}{d\Omega}=-\frac{p}{2\sin^2\Omega}
=-\frac{30\ \mathrm{nm}}{2(0.75)}=-20\ \mathrm{nm/rad},
\end{equation}
or about $-0.35$ nm per degree at $60^\circ$. For a small limit, $\tan\Omega\simeq\Omega$ and $d\simeq p/(2\Omega)$: without tilt, depth is not resolved. As $\Omega$ approaches $90^\circ$ the formula tends to zero, but the limit cannot be used. The expansion requires $g\ll k\cos^2\Omega$, and the path through the wafer grows as $1/\cos\Omega$.

Equation~(\ref{eq:cn}) also shows a blind spot of the first order. Its response to width is
\begin{equation}
\frac{dc_1}{dw}=\frac1p\cos\frac{\pi w}{p}.
\end{equation}
This equals $0.0103\ \mathrm{nm^{-1}}$ at $w=12$ nm and vanishes at $w=p/2=15$ nm. At half pitch, small symmetric changes of width with depth leave $c_1$ unchanged to first order, however wide the tilt range. A sufficient band does not guarantee sufficient contrast.

\subsection*{Are both signs of tilt needed?}

If the lines are symmetric about a vertical plane and absorb negligibly, the origin can be chosen so that $c_1(z)$ is real. Then $F(-q_z)=F^*(q_z)$ and the intensity is even in $q_z$. Apart from the small curvature shift, a scan from 0 to $\Omega$ therefore supplies the same band by symmetry. The symmetry holds in $q_z$, not exactly in tilt: near a fringe minimum even a small shift of $q_z$ can make the intensities at $\omega$ and $-\omega$ very different.

A line leaning by an angle $\beta$ has its centre at $x=z\tan\beta$. A shift in $x$ multiplies $c_1$ by $e^{-igz\tan\beta}$, so the exponent in $F$ becomes
\begin{equation}
-i(q_z+g\tan\beta)z\simeq-ig(\tan\beta-\tan\omega)z .
\end{equation}
With the small curvature shift neglected, the intensity pattern is now centred on $\omega=\beta$, and the 50 nm line with a lean of $2^\circ$ has an intensity at $-2^\circ$ that is 0.956 of that at $+2^\circ$; for an upright line the ratio is 1. At this small tilt the curvature changes the ratios by only about 0.002. Comparing the two signs can therefore reveal a left-right asymmetry without a detailed model of the line, provided that absorption in the lines is negligible, that zero tilt is known relative to the wafer normal and that curvature is allowed for at larger tilts. It does not show that the cause is a lean: a foot on one side or a single sloped sidewall also makes the two signs unequal. Nor do equal intensities prove symmetry: a bow on one sidewall that is symmetric about mid-height makes $c_1(z)$ even in $z$, and the intensity is then even in $q_z$. If the symmetry is unknown and only tilts from 0 to $\Omega$ are used, the band has width $Q$, and the first zero of $|R|$ moves out to $2\pi/Q=2d$.

\subsection*{Resolution is not the error of a fitted height}

Now assume the profile is known to be a uniform line of height $H$. Its amplitude is
\begin{equation}
F=c_1\int_{-H/2}^{H/2}e^{-iq_zz}\,dz=c_1\frac{2\sin(q_zH/2)}{q_z},
\end{equation}
with zeros spaced by $2\pi/H=0.1257\ \mathrm{nm^{-1}}$. The band edge $Q=0.3628\ \mathrm{nm^{-1}}$ is 2.9 spacings from the centre, so two zeros are visible on each side. The fringe spacing, which fixes $H$, can be measured to a small fraction of its value.

To quantify this, let $N$ be the total number of counts and $P_j(H)$ the probability that a count belongs to tilt $j$. Fixing $N$ removes the unknown overall scale. The derivative of the log-likelihood is
\begin{equation}
S=\sum_jn_j\,\frac{P_j'}{P_j},\qquad P_j'=\frac{\partial P_j}{\partial H}.
\end{equation}
Its mean is $N\sum_jP_j'=0$, because the probabilities sum to one. The multinomial variance of the counts then gives
\begin{equation}
\mathrm{var}\,S=N\sum_j\frac{(P_j')^2}{P_j},\qquad
\sigma_H\ge\frac1{\sqrt{\mathrm{var}\,S}} .
\end{equation}
The inequality is the information bound for an unbiased fit.

For 100\,000 counts, tilts in steps of $1^\circ$ with equal exposure, and a flat background of 1\% of the peak signal, held fixed relative to $|c_1|^2$, the bound is 0.087 nm. Maximum-likelihood fits to simulated counts scatter by the same 0.087 nm, which is 1\% of $d$. The bound becomes 0.088 nm if the background is known as a count level or as a ratio to the peak, and 0.089 nm if it is fitted as well. This calculation leaves out wafer absorption, interface blur, and changes of path length and illumination with tilt. It is also the error of one parameter in a correct model; a wrong sidewall shape can add a bias that this bound does not include. The answer to (c) is no: $d$ describes how finely unknown structure can be resolved, and it is not a lower limit on the error of one constrained length. The tilt range still matters to the fit, because the height error grows when too little of the fringe pattern is seen.

\subsection*{The real measurement}

Small-angle transmission scattering from lines on a full-thickness wafer is a real metrology method, and the parameters here lie in its regime. The optical corrections are small. Within a layer of refractive index $1-\delta$, $k_x$ is conserved and each $k_z$ becomes $\sqrt{k_z^2-2\delta k^2}$. With $\delta=1.67\times10^{-6}$ for silicon, this changes $q_z$ at the limit by $2.5\times10^{-6}\ \mathrm{nm^{-1}}$, against $Q=0.3628\ \mathrm{nm^{-1}}$. A ray at $60^\circ$ travels a distance $H/\cos\Omega$ through the layer of lines, only partly in silicon. Even if the whole path were silicon, the phase gathered would be only
\begin{equation}
\frac{k\delta H}{\cos\Omega}=0.0144\ \mathrm{rad},
\end{equation}
small enough for single scattering to serve in this estimate.

Signal is the more serious limit. For a wafer 0.775 mm thick and a rough attenuation length of 0.6 mm, the transmission is $e^{-0.775/0.6}=0.275$ at normal incidence. At $60^\circ$ the path doubles and the transmission falls to 0.076. The fringe envelope of the line also falls, relative to the centre, to
\begin{equation}
\frac1{(QH/2)^2}=\frac1{(0.3628\times25)^2}=0.012 .
\end{equation}
Gaussian blur of the top and bottom faces with rms depth $\sigma$ multiplies the amplitude by $e^{-q_z^2\sigma^2/2}$ and the intensity by $e^{-q_z^2\sigma^2}$. For $\sigma=1$ nm this is 0.877 at the edge. One factor works the other way. The path through the layer of lines grows as $1/\cos\Omega$, which raises the scattered amplitude in proportion and the scattered fraction of the beam by $1/\cos^2\Omega=4$. For a beam that stays wholly on the grating, these factors together leave
\begin{equation}
0.012\times\frac{0.076}{0.275}\times0.877\times4\approx0.012
\end{equation}
of the central intensity as the fringe envelope at the limit; away from a fringe maximum the intensity is lower still.

The assumption most exposed in practice is therefore that the whole tilt range yields usable data. If noise or background hides the first order beyond $55^\circ$, the resolution becomes 10.5 nm instead of 8.7 nm, whatever the mechanical limit. Angular sampling is less demanding: near $60^\circ$ a $1^\circ$ step changes $q_z$ by $0.0142\ \mathrm{nm^{-1}}$, about nine steps per height fringe. The numerical output lists the main values used here.

\section*{Calculated quantities}
\begin{verbatim}
pitch, width, height: 30, 12, 50 nm
tilt limit: +/-60 degrees
photon energy: 17 keV
wavelength: 0.07293 nm
photon wavenumber k: 86.15 1/nm
first-order q_x = g: 0.2094 1/nm
tangent of tilt limit: 1.7321
band edge g tan(limit): 0.3628 1/nm
full band, flat Ewald sphere: 0.7255 1/nm
full band, exact elastic: 0.7256 1/nm
relative band difference: 4.7e-05
band centre shift, exact: -0.00204 1/nm
band centre shift, formula: -0.00204 1/nm
q_z at 60 deg, wrong tilt axis: -0.00051 1/nm
RESOLUTION p/(2 tan limit): 8.66 nm
first zero of computed response: 8.66 nm
amplitude full width at half max: 10.45 nm
dip threshold, two in-phase layers: 11.48 nm
finest full ripple period: 17.32 nm
layers 12.00 nm apart, first minimum: 51.23 degrees
layers 8.66 nm apart, first minimum: 59.86 degrees
layers 6.00 nm apart, first minimum: 68.01 degrees
resolution for limit 50 degrees: 12.59 nm
resolution for limit 55 degrees: 10.50 nm
resolution for limit 65 degrees: 6.99 nm
resolution for limit 70 degrees: 5.46 nm
order 1: resolution 8.66 nm, relative intensity 1.000
order 2: resolution 4.33 nm, relative intensity 0.095
order 3: resolution 2.89 nm, relative intensity 0.042
c1 at width 12 nm, unit contrast: 0.3027
c1 slope at width 12 nm: 0.01028 1/nm
c1 slope at width 15 nm: 0.00000 1/nm
25 nm ripple, share in band: 0.906
10 nm ripple, share in band: 0.0045
-2/+2 deg intensity ratio, upright: 1.000
-2/+2 deg intensity ratio, 2 deg lean: 0.956
counts in height fit: 100000
height error, information bound: 0.087 nm
height error, simulated fits: 0.087 nm
q_z step per degree near limit: 0.0142 1/nm
height fringe spacing: 0.1257 1/nm
silicon refractive decrement: 1.67e-06
refraction shift of q_z at limit: 2.5e-06 1/nm
phase through line at limit: 0.0144 rad
wafer thickness: 0.775 mm
attenuation length (rough): 0.6 mm
wafer transmission, normal: 0.275
wafer transmission, at limit: 0.076
fringe envelope at limit / centre: 0.0122
intensity factor, 1 nm rms blur: 0.877
\end{verbatim}
